# End-site density of states of a chain with alternating site energies

## Problem

A semi-infinite chain serves as a lead. Its sites $n=1,2,3,\dots$ have energies $+\Delta,-\Delta,+\Delta,\dots$ with $\Delta>0$, and neighbouring sites are joined by a real hopping $t>0$. Electrons do not interact. Odd sites are called A, even sites B. An eigenstate $\psi$ obeys

$$(E-\epsilon_n)\psi_n=t(\psi_{n-1}+\psi_{n+1}),\qquad \psi_0=0,$$

where $\epsilon_n$ is the site energy and $\psi_0=0$ expresses that the chain ends at site 1.

How does the density of states $\rho(E)$ of site 1, per spin, behave at $E=+\Delta$ and at $E=-\Delta$? What does this mean for the self-energy of a device site attached to site 1?

## A tempting solution, which is wrong

Take a long finite chain with an even number $N$ of sites, so that also $\psi_{N+1}=0$. Try $\psi_n=a\sin nq$ on A sites and $\psi_n=b\sin nq$ on B sites. Since $\sin(n-1)q+\sin(n+1)q=2\cos q\,\sin nq$, the eigenvalue equation becomes

$$(E-\Delta)a=2t\cos q\;b,\qquad (E+\Delta)b=2t\cos q\;a. \tag{1}$$

Multiplying the two equations gives

$$E^2=\Delta^2+4t^2\cos^2q . \tag{2}$$

The end conditions select $q=\pi j/(N+1)$ with $j=1,\dots,N/2$. Each $q$ carries one positive and one negative energy, which makes $N$ states in all. The bands fill $\Delta^2<E^2<\Delta^2+4t^2$, and $\pm\Delta$ are the edges of the gap between them.

The allowed $q$ have density $(N+1)/\pi$. Differentiating (2), $2E\,dE=-8t^2\cos q\sin q\,dq$, so

$$\left|\frac{dq}{dE}\right|=\frac{|E|}{4t^2\cos q\,\sin q}. \tag{3}$$

There are $N$ sites, so each site receives a share $1/N$ of every state. For large $N$,

$$\rho_{\rm wrong}(E)=\frac1\pi\left|\frac{dq}{dE}\right|=\frac{|E|}{\pi\sqrt{E^2-\Delta^2}\,\sqrt{4t^2+\Delta^2-E^2}},$$

where $2t\cos q=\sqrt{E^2-\Delta^2}$ and $2t\sin q=\sqrt{4t^2+\Delta^2-E^2}$ were used. At a small distance $e$ from either gap edge, $E^2-\Delta^2\approx2\Delta e$, and

$$\rho_{\rm wrong}\approx\frac{\Delta}{2\pi t\sqrt{2\Delta e}}=\frac{1}{4\pi t}\sqrt{\frac{2\Delta}{e}} .$$

The end-site density would diverge in the same way at $+\Delta$ and at $-\Delta$.

## Where the fault lies

Equations (1) to (3) are correct. The fault is the sentence that gives each site a share $1/N$ of every state. The local density of states is

$$\rho(E)=\sum_s|\psi^{(s)}_1|^2\,\delta(E-E_s),$$

where $s$ runs over the normalized eigenstates. It weights each state by its probability at site 1. Replacing that probability by $1/N$ yields the average over all sites of the chain.

The total weight does not expose the error, because the average also integrates to one. The first moment does. For any normalized set of eigenstates,

$$\int E\,\rho(E)\,dE=\sum_sE_s|\psi_1^{(s)}|^2=\langle1|H|1\rangle=+\Delta .$$

The function $\rho_{\rm wrong}$ is even in $E$, so its first moment is zero. The density at site 1 must lean towards positive energies.

## The right solution by counting modes

The missing factor is $|\psi_1|^2=a^2\sin^2q$ for a normalized state. The second equation of (1), with (2), gives

$$\frac{b^2}{a^2}=\frac{4t^2\cos^2q}{(E+\Delta)^2}=\frac{E^2-\Delta^2}{(E+\Delta)^2}=\frac{E-\Delta}{E+\Delta},$$

and therefore the fraction

$$\frac{a^2}{a^2+b^2}=\frac{E+\Delta}{2E}. \tag{4}$$

For normalization we need the sums of $\sin^2nq$ over each sublattice. Over all sites the sum is $(N+1)/2$ for the allowed $q$. The reflection $n\to N+1-n$ leaves $\sin^2nq$ unchanged and, because $N+1$ is odd, exchanges A and B sites. Each sublattice thus contributes $(N+1)/4$, so $a^2+b^2=4/(N+1)$ and

$$|\psi_1|^2=\frac{4}{N+1}\,\frac{E+\Delta}{2E}\,\sin^2q .$$

Multiplying by the density of $q$ values and by (3),

$$\rho(E)=\frac4\pi\,\frac{E+\Delta}{2E}\,\sin^2q\,\frac{|E|}{4t^2\cos q\sin q}=\frac{|E+\Delta|}{2\pi t^2}\tan q .$$

The last step uses that $E+\Delta$ and $E$ have the same sign in both bands. Inserting $\tan q=\sqrt{4t^2+\Delta^2-E^2}/\sqrt{E^2-\Delta^2}$ gives

$$\boxed{\rho(E)=\frac{1}{2\pi t^2}\sqrt{\frac{E+\Delta}{E-\Delta}}\;\sqrt{4t^2+\Delta^2-E^2}} \tag{5}$$

inside the bands.

Each gap edge can be approached from its own band only, so the limits are one-sided. Put $E=\Delta+e$ or $E=-\Delta-e$ with $e\to0^+$. In both cases the last root tends to $2t$. The first root tends to $\sqrt{2\Delta/e}$ in the upper band and to $\sqrt{e/2\Delta}$ in the lower. Hence

$$\rho(\Delta+e)\to\frac1{\pi t}\sqrt{\frac{2\Delta}{e}},\qquad \rho(-\Delta-e)\to\frac1{\pi t}\sqrt{\frac{e}{2\Delta}} . \tag{6}$$

The density diverges as an inverse square root at $+\Delta$ and vanishes as a square root at $-\Delta$.

The mode density (3) grows as $e^{-1/2}$ at both edges. What differs is the amplitude. At $+\Delta$ the fraction (4) tends to 1 and $\sin^2q$ to 1: the edge mode lives on A sites, alternates in sign from one A site to the next, and is as large at site 1 as anywhere. Compared with the site average, this gives a factor 2 for the sublattice and a factor 2 for $\sin^2q=1$ in place of its mean $1/2$, so the true divergence is four times the wrong one. At $-\Delta$ the fraction (4) tends to $e/2\Delta$, and $e\cdot e^{-1/2}=e^{1/2}$. The modes there live on B sites and avoid the end site.

The next terms show how far (6) reaches. Expanding both roots of (5) to first order in $e$ multiplies the two laws by

$$1\pm\frac{e}{4\Delta}-\frac{\Delta e}{4t^2}, \tag{7}$$

with the upper sign at $+\Delta$. The laws need $e\ll4\Delta$ and $e\ll4t^2/\Delta$. When $\Delta\to0$ their range shrinks to nothing, and (5) becomes $\sqrt{4t^2-E^2}/(2\pi t^2)$, the semicircle of a uniform chain.

A chain that begins with a $-\Delta$ site follows from $\Delta\to-\Delta$ in (5). The divergence then sits at $-\Delta$ and the zero at $+\Delta$. At the outer edges $E^2=\Delta^2+4t^2$ the last root of (5) vanishes for either termination.

## The same result from the Green function

A self-energy needs the real part as well. Let $g(z)$ be the end-site element of $(z-H)^{-1}$ for the given chain, and $h(z)$ that for a chain beginning with a $-\Delta$ site, with $\operatorname{Im}z>0$. The first column $\varphi$ of $(z-H)^{-1}$ obeys $(z-\Delta)\varphi_1-t\varphi_2=1$. The rest of the chain is driven only through site 1, so $\varphi_2=h\,t\varphi_1$. With $\varphi_1=g$, and the same argument for $h$,

$$(z-\Delta)g-t^2gh=1,\qquad(z+\Delta)h-t^2gh=1 .$$

Define $y=t^2gh$. Then $(z-\Delta)g=1+y$ and $(z+\Delta)h=1+y$. The product of these two equations is $(z^2-\Delta^2)\,y/t^2=(1+y)^2$, or

$$y+\frac1y=\frac{z^2-\Delta^2}{t^2}-2,\qquad g=\frac{1+y}{z-\Delta}. \tag{8}$$

The two roots $y$ have product 1. To choose between them, note that $\varphi_3=t\,g\,\varphi_2=t^2gh\,\varphi_1=y\varphi_1$, so $y$ is the factor gained over one cell of two sites. For $\operatorname{Im}z>0$ the column must be square-summable, which requires $|y|<1$. A root with $|y|=1$ cannot occur: it would make $y+1/y$ real and between $-2$ and 2, hence $z^2$ real and non-negative and $z$ real.

As $z\to E$ inside a band, $y$ becomes a phase $e^{i\theta}$ with $1+\cos\theta=(E^2-\Delta^2)/2t^2$. Then

$$\operatorname{Re}g=\frac{1+\cos\theta}{E-\Delta}=\frac{E+\Delta}{2t^2},\qquad|\operatorname{Im}g|=\frac{|\sin\theta|}{|E-\Delta|}=\frac{\sqrt{(E^2-\Delta^2)(4t^2+\Delta^2-E^2)}}{2t^2|E-\Delta|}.$$

The retarded function has $\operatorname{Im}g\le0$, and $\rho=-\operatorname{Im}g/\pi$ reproduces (5).

In the gap $y$ is real and negative, so $\rho=0$. Solving (8) with $|y|<1$ gives

$$g=\frac{E+\Delta}{2t^2}-\frac{\sqrt{(\Delta^2-E^2)(4t^2+\Delta^2-E^2)}}{2t^2(\Delta-E)} . \tag{9}$$

At a distance $e$ below $+\Delta$ this tends to $-(1/t)\sqrt{2\Delta/e}$. The divergence appears in the imaginary part above the edge and in the real part below it. An inverse square root is weaker than a pole, and $g$ is finite elsewhere outside the bands, so this chain has no bound end state. The two bands together hold the full weight 1.

## The device site

A device site of energy $\epsilon_0$, coupled to site 1 by $t_c$, has the Green function $1/(E-\epsilon_0-\Sigma)$ with

$$\Sigma=t_c^2\,g,\qquad\Gamma=-2\operatorname{Im}\Sigma=2\pi t_c^2\,\rho .$$

The broadening $\Gamma$ therefore follows both laws (6). A diverging $\Gamma$ does not mean a diverging density on the device. Inside the bands that density is

$$\rho_d=\frac1{2\pi}\,\frac{\Gamma}{(E-\epsilon_0-\operatorname{Re}\Sigma)^2+\Gamma^2/4},$$

and since $\operatorname{Re}\Sigma$ stays finite as $E\to\Delta$ from above, $\rho_d\to2/(\pi\Gamma)\to0$. Near this edge $\Gamma$ cannot be read as the width of a level, because it varies strongly over an energy range smaller than itself. At $-\Delta$ the whole self-energy tends to zero, so $\rho_d$ vanishes as $\sqrt e$, except for $\epsilon_0=-\Delta$, where $\rho_d\to2/(\pi\Gamma)$ diverges. The bands need not hold the full weight of the device site. In the gap $E-\epsilon_0-\Sigma$ rises from $-\Delta-\epsilon_0$ to $+\infty$, so every $\epsilon_0>-\Delta$ gives one bound level there. With the parameters of the next section and $\epsilon_0=0.2$ eV, it lies at 0.111 eV and carries 84% of the device weight.

## Numbers

Take $\Delta=0.5$ eV, $t=1$ eV and $t_c=0.3$ eV. The bands run from 0.5 to 2.0616 eV and from $-2.0616$ to $-0.5$ eV. At 1 meV above $+\Delta$, equation (5) gives

$$\rho=\frac{1}{2\pi}\sqrt{\frac{1.001}{0.001}}\,\sqrt{4.25-0.2510}=\frac{31.64\times2.000}{6.283}=10.07\ \text{eV}^{-1}.$$

| $E$ (eV) | $\rho$ from (5) (1/eV) | leading law (1/eV) | $\Gamma$ (eV) |
|---|---|---|---|
| $+0.510$ | 3.195 | 3.183 | 1.807 |
| $+0.501$ | 10.070 | 10.066 | 5.694 |
| $-0.501$ | 0.01006 | 0.01007 | 0.00569 |
| $-0.510$ | 0.03163 | 0.03183 | 0.01789 |

The correction (7) equals $1+0.375e$ at $+\Delta$ and $1-0.625e$ at $-\Delta$, with $e$ in eV. At 10 meV these are $+0.4\%$ and $-0.6\%$, as the table shows. By (5), the densities at $E$ and $-E$ differ by the factor $(E+\Delta)/(E-\Delta)$, which is 1001 at 1 meV from the edges. The wrong solution gives $10.066/4=2.52$ eV$^{-1}$ at both edges: four times too small at one and about 250 times too large at the other.

The Green function was also obtained by solving the linear equations of a chain of 200,000 sites with a small damping $\eta$, that is, at $z=E+i\eta$. With $\eta=0.01$ meV, the density 1 meV above $+\Delta$ is 10.069 eV$^{-1}$, against 10.070 from (5). In the gap, 1 meV below $+\Delta$, the real part is $-31.11$ eV$^{-1}$. The leading law gives $-31.62$, and the first term of (9), close to $+0.50$, accounts for nearly all of the difference.

The divergence is integrable. Integrating (6) from the edge to $e$ gives the weights

$$W_+=\frac{2}{\pi t}\sqrt{2\Delta e},\qquad W_-=\frac{2}{3\pi t}\,\frac{e^{3/2}}{\sqrt{2\Delta}} .$$

For $e=10$ meV these are $0.6366\times0.1=0.0637$ and $0.2122\times0.001=0.000212$. Diagonalizing a chain of 2000 sites gives 0.0637 and 0.000211. Widening the window to 40 meV should multiply the weights by $4^{1/2}=2$ and $4^{3/2}=8$; the diagonalization gives 2.006 and 7.903. Integrating (7) with the leading laws changes the expected factors to 2.007 and 7.91. The remaining differences come from the discrete levels of the finite chain. The sums depend on where the window borders fall between levels: at 2000 sites both borders lie nearly midway, while 2020 sites give 2.04 and 8.26. Over whole bands, the upper one holds 0.789 of the end-site weight and the lower one 0.211, in line with the positive first moment.

## What limits the divergence

**Damping.** Eliminating $y$ from (8) gives

$$t^2(z-\Delta)g^2-(z^2-\Delta^2)g+(z+\Delta)=0 .$$

At $z=\Delta+i\eta$ with small $\eta$, the first and last terms dominate, so $g^2\approx2i\Delta/(t^2\eta)$. The root with negative imaginary part is $g\approx-e^{i\pi/4}\sqrt{2\Delta/\eta}/t$. At $z=-\Delta+i\eta$ the same two terms give $g^2\approx i\eta/(2\Delta t^2)$. Taking $-\operatorname{Im}g/\pi$ with $\sin(\pi/4)=1/\sqrt2$,

$$\rho(\Delta)\approx\frac{1}{\pi t}\sqrt{\frac{\Delta}{\eta}},\qquad\rho(-\Delta)\approx\frac{1}{2\pi t}\sqrt{\frac{\eta}{\Delta}} .$$

For $\eta=0.01$ meV these are 71.2 and 0.00071 eV$^{-1}$, and the long chain gives the same values to these digits. A numerical lead calculation thus returns a height at $+\Delta$ that is set by the chosen damping.

**A shifted end site.** Let the energy of site 1 be $\Delta+u$. Then $1/g$ is replaced by $1/g-u$, and

$$g_u=\frac{1}{1/g-u}=\frac{g}{1-ug}.$$

Just above $+\Delta$, $g\approx-i|g|$ with $|g|\approx\sqrt{2\Delta/e}/t$, so

$$\rho_u\approx\frac{|g|}{\pi\,(1+u^2|g|^2)} .$$

This follows the inverse square root while $|ug|\ll1$. For a small shift, $|u|\ll t$ and $|u|\ll t^2/\Delta$, it reaches its maximum $1/(2\pi|u|)$ near $|ug|=1$, that is, near $e^*=2\Delta u^2/t^2$. Closer to the edge it falls to zero as $\sqrt e$. Any nonzero $u$ removes the divergence at $+\Delta$. Two special large shifts, with $1/u$ equal to $g$ at an outer band edge ($u=0.781$ and $-1.281$ eV for the parameters above), produce an inverse square root at that outer edge instead. A negative $u$ also creates a bound end state in the gap: there $g$ runs from 0 at $-\Delta$ to $-\infty$ at $+\Delta$, so $1-ug$ vanishes at one energy. For a small shift this level lies about $e^*$ below $+\Delta$, and the self-energy $\Sigma$ has a pole there. The zero at $-\Delta$ survives, because $g\to0$ there and hence $g_u\to g$.

For $u=0.05$ eV the crossover is $e^*=2\times0.5\times0.0025=0.0025$ eV, or 2.5 meV. The long chain was solved here with a damping of one hundredth of the distance $e$ from the edge. At 0.1 meV above the edge it gives 1.22 eV$^{-1}$, where the undamped, unshifted chain has 31.8. At 2.5 meV it gives 3.25 eV$^{-1}$, against 3.18 from the approximate formula, which neglects both $\operatorname{Re}g$ and the damping; the unshifted value is 6.37.

The parameters are round model values, and no material is meant. In a real contact the end atom has different surroundings from the atoms inside, so nothing in general keeps its energy at the value of the interior. A shift of one tenth of $\Delta$, as above, lowers the density at 0.1 meV by a factor of 26. In this model the divergence at $+\Delta$ is therefore lost when the energy of the end site is shifted, whereas the zero at $-\Delta$ withstands such a shift. This holds for a shift of site 1 in a single chain. A changed first hopping or a shifted energy of site 2 leaves the divergence at $+\Delta$ in place, and the special shift $t^2/2\Delta$ of site 2 turns the zero at $-\Delta$ into a divergence.

## Numbers as computed

```
Delta = 0.500 eV, t = 1.000 eV, tc = 0.300 eV
inner band edges: -0.5000 and 0.5000 eV
outer band edges: -2.0616 and 2.0616 eV
largest |g(chain) - g(closed form)| = 7.2e-15 1/eV
E = +0.510 eV: rho = 3.19493, chain 3.19480, leading law 3.18310 1/eV
   Gamma = 2 pi tc^2 rho = 1.80669 eV
E = -0.510 eV: rho = 0.03163, chain 0.03162, leading law 0.03183 1/eV
   Gamma = 2 pi tc^2 rho = 0.01789 eV
E = +0.501 eV: rho = 10.06961, chain 10.06923, leading law 10.06584 1/eV
   Gamma = 2 pi tc^2 rho = 5.69423 eV
E = -0.501 eV: rho = 0.01006, chain 0.01006, leading law 0.01007 1/eV
   Gamma = 2 pi tc^2 rho = 0.00569 eV
gap, 1 meV below +Delta: Re g = -31.110, leading law -31.623 1/eV
gap density ratio for tenfold damping = 9.9999
weight in upper band = 0.78896, lower band = 0.21104, sum = 1.000000
upper-band weight from 2000-site chain = 0.78896
weight within 10 meV of +0.5 eV: chain 0.063703, integral 0.063741
weight within 40 meV of +0.5 eV: chain 0.127817, integral 0.127948
weight within 10 meV of -0.5 eV: chain 0.000211, integral 0.000211
weight within 40 meV of -0.5 eV: chain 0.001667, integral 0.001673
growth for fourfold window: 2.006 at +Delta, 7.903 at -Delta
201-site chain: edge mode at 0.500000 eV, end weight 0.009901
201-site chain: nearest level to -Delta is 0.9665 meV away
Sigma at 0.7 eV, damping 1 meV: 0.05351 -0.21369 i eV
damping 10 ueV: rho(+Delta) = 71.177, law 71.176 1/eV
damping 10 ueV: rho(-Delta) = 0.000710, law 0.000712 1/eV
end shift u = 0.050 eV: crossover at 2.500 meV
   0.1 meV above +Delta: rho = 1.2242, law 1.2243, unshifted 31.8322 1/eV
   2.5 meV above +Delta: rho = 3.2476, law 3.1831, unshifted 6.3722 1/eV
```
